# Local charge compensation and finite site-potential variance in an ionic glass

Suppose the ions of a glass are treated as independently placed charges, and the spread of the electrostatic potential is computed by adding their contributions. The answer depends on the size of the sample. For charges $\pm e$ at a density of $50\ \mathrm{nm^{-3}}$, in a medium of relative permittivity 4, a sphere of radius 1000 nm gives a root-mean-square potential of about 285 V at its centre, and a larger sphere gives more. No distribution of electronic site energies can be built on such a number. The fault lies in the assumed independence. If charge is compensated locally, as is assumed here for the glass, the long-wavelength charge fluctuations that produce the growth are suppressed.

Let ions of charge $z_je$, with $z_j=\pm1$, occupy positions $\mathbf r_j$ with total number density $n$. The system is statistically uniform and isotropic, neutral overall, and embedded in a medium of uniform relative permittivity $\varepsilon$. With $K=e/(4\pi\varepsilon_0\varepsilon)$, a charge $z_je$ produces the potential $Kz_j/r$. Take first a periodic cell of volume $V$ containing $N$ ions, and define

$$
\rho_{\mathbf q}=\sum_j z_j e^{-i\mathbf q\cdot\mathbf r_j},\qquad
S(q)=\frac{\langle|\rho_{\mathbf q}|^2\rangle}{N},\qquad
\phi(\mathbf r)=\frac1V\sum_{\mathbf q\ne0}\phi_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}.
$$

Omitting $\mathbf q=0$ sets the cell average of the potential to zero. Poisson's equation, $\nabla^2\phi=-4\pi K\sum_jz_j\delta(\mathbf r-\mathbf r_j)$, becomes $q^2\phi_{\mathbf q}=4\pi K\rho_{\mathbf q}$. Consider a test point placed independently of the ions. Averaging $\phi^2$ over its position removes products of different Fourier components, so

$$
\sigma_L^2=\frac1{V^2}\sum_{\mathbf q\ne0}\langle|\phi_{\mathbf q}|^2\rangle
=\frac{16\pi^2nK^2}{V}\sum_{\mathbf q\ne0}\frac{S(q)}{q^4}.
\tag{1}
$$

For a large cell, $V^{-1}\sum_{\mathbf q}$ becomes $\int d^3q/(2\pi)^3$. The angular integral supplies $4\pi q^2$, and the prefactor is $16\pi^2\cdot4\pi/(8\pi^3)=8$:

$$
\sigma^2=8nK^2\int_0^\infty\frac{S(q)}{q^2}\,dq
=4\pi nK^2\Lambda,\qquad
\Lambda=\frac2\pi\int_0^\infty\frac{S(q)}{q^2}\,dq.
\tag{2}
$$

The length $\Lambda$ contains all the dependence on charge correlation. At large $q$ the phases of different ions in a disordered system average out and $S\to1$, so the integral converges there. The danger is at small $q$. If $S\propto q^p$, the integrand is $q^{p-2}$, and each decade of $q$ contributes $10^{1-p}$ times as much as the decade above it. The lower decades form a convergent series when $p>1$. For $p=1$ they contribute equally and the integral diverges logarithmically. The behaviour $S\propto q^2$ is therefore sufficient for a finite variance but not necessary.

For independent charges, $\langle z_iz_j\rangle=0$ when $i\ne j$, so $S=1$ and the infrared integral diverges as the inverse of its lower limit. The same result follows in real space. At the centre of a sphere of radius $R$, with a small region of radius $b$ kept empty, the cross terms vanish and

$$
\langle\phi^2\rangle=K^2n\int_b^R\frac{4\pi r^2}{r^2}\,dr
=4\pi nK^2(R-b).
\tag{3}
$$

Every shell of equal thickness contributes equally: the number of ions grows as $r^2$ while the squared potential of each falls as $r^{-2}$.

Overall neutrality does not cure this. If equal numbers of positive and negative charges are shuffled over fixed positions, then $\langle z_iz_j\rangle=-1/(N-1)$ for $i\ne j$. Let $S_{\rm n}(q)=|\sum_je^{-i\mathbf q\cdot\mathbf r_j}|^2/N$ describe the positions alone. The sum of the phase factors over $i\ne j$ is $N(S_{\rm n}-1)$, which gives

$$
S(q)=1-\frac{S_{\rm n}(q)-1}{N-1}=\frac{N-S_{\rm n}(q)}{N-1}.
\tag{4}
$$

In a disordered structure $S_{\rm n}$ remains of order one at $q\ne0$, so $S\to1$ for large $N$. Neutrality has fixed the single component $\mathbf q=0$ and left its neighbours free. Putting $S=1$ and $\mathbf q=2\pi\mathbf m/L$ into equation (1), for a cube of side $L$, gives

$$
\sigma_L^2=\frac{nK^2L}{\pi^2}\sum_{\mathbf m\ne0}\frac1{|\mathbf m|^4},
\tag{5}
$$

where $\mathbf m$ has integer components and the sum is 16.532. The growth with size is again linear.

Local compensation acts differently. Assume that the ions can be grouped into neutral units of bounded size, with unit $a$ centred at $\mathbf R_a$ and its charges displaced from there by $\mathbf u_{a\nu}$. Expanding the phases within each unit gives

$$
\rho_{\mathbf q}=\sum_a e^{-i\mathbf q\cdot\mathbf R_a}
\sum_\nu z_{a\nu}\left(1-i\mathbf q\cdot\mathbf u_{a\nu}+\cdots\right)
=-i\mathbf q\cdot\sum_a\mathbf p_ae^{-i\mathbf q\cdot\mathbf R_a}+O(q^2),
\tag{6}
$$

because $\sum_\nu z_{a\nu}=0$; here $\mathbf p_a=\sum_\nu z_{a\nu}\mathbf u_{a\nu}$, and $O(q^2)$ refers to the amplitude of each unit. If correlations between different units are short-ranged, the mean square of the sum over units is proportional to $N$, and $S(q)$ vanishes at least as fast as $q^2$. This grouping is the structural assumption made about the glass. It fails if a finite fraction of charge is left uncompensated at random positions. Then $S(0)=s_0>0$, and the infrared part of equation (2) contains $8nK^2s_0/q_{\min}$, which diverges however small $s_0$ is.

A model with hard cores makes the result explicit. Let the ions form pairs of opposite charge, separated by a vector $\mathbf d$ of fixed length $d$ and isotropic direction. All ions have the same hard core, and the statistical weight of a structure depends on positions alone. Reversing the two charges of one pair then leaves the weight unchanged, so the signs $s_a=\pm1$ of the pairs are independent. Cross terms between pairs vanish. With $N/2$ pairs,

$$
S(q)=\frac1N\,\frac N2\left\langle\left|1-e^{-i\mathbf q\cdot\mathbf d}\right|^2\right\rangle
=1-\langle\cos\mathbf q\cdot\mathbf d\rangle
=1-\frac{\sin qd}{qd}.
\tag{7}
$$

At small $q$ this is $q^2d^2/6$. To obtain $\Lambda$, set $x=qd$ and integrate by parts twice:

$$
\int_0^\infty\frac{x-\sin x}{x^3}\,dx
=\frac12\int_0^\infty\frac{1-\cos x}{x^2}\,dx
=\frac12\int_0^\infty\frac{\sin x}{x}\,dx=\frac\pi4.
\tag{8}
$$

The boundary terms, $-(x-\sin x)/(2x^2)$ and $-(1-\cos x)/(2x)$, vanish at both ends. Thus

$$
\Lambda=\frac2\pi\,\frac{\pi d}{4}=\frac d2,\qquad
\sigma^2=2\pi nK^2d.
\tag{9}
$$

Comparison with equation (3) at $b=0$ gives the meaning: pairing produces the same variance as independent charges confined to a sphere of radius $d/2$. The variance grows without limit if the compensation length does.

Real space shows where the saving occurs. Since the pair signs are independent, $\sigma^2$ is the density of pairs, $n/2$, times $K^2$ and the integral of $(1/r-1/|\mathbf r-\mathbf d|)^2$. The angular averages of $1/|\mathbf r-\mathbf d|$ and of its square are $1/\max(r,d)$ and $(2rd)^{-1}\ln[(r+d)/|r-d|]$. With $x=r/d$, the integral becomes

$$
4\pi d\left[\int_0^1(1-2x+x\,\mathrm{artanh}\,x)\,dx
+\int_1^\infty(x\,\mathrm{arcoth}\,x-1)\,dx\right].
\tag{10}
$$

Antiderivatives are $\tfrac32x-x^2+\tfrac12(x^2-1)\mathrm{artanh}\,x$ for the first integrand and $\tfrac12(x^2-1)\mathrm{arcoth}\,x-\tfrac12x$ for the second. Each integral equals $1/2$, so the total is $4\pi d$, in agreement with equation (9). Far away, the squared dipole potential averages to $d^2/(3r^4)$, and all pairs beyond $R$ add only $4\pi d^2/(3R)$ to the integral. Distant shells no longer contribute equally.

The divergence is also independent of the choice of zero of potential. The mean square difference between two test points a distance $r$ apart follows from equation (2) with the extra factor $2[1-\sin(qr)/(qr)]$. For $S=1$, the integral (8) gives

$$
\langle[\phi(\mathbf r)-\phi(0)]^2\rangle
=16nK^2\,\frac{\pi r}{4}=4\pi nK^2r.
\tag{11}
$$

Uncorrelated charges thus leave the difference between nearby points finite, but the potential wanders further with distance. When $\sigma^2$ is finite, the oscillating term averages out at large $r$ and the difference saturates at $2\sigma^2$.

An ion site is not an independent test point. Its surroundings are conditioned on the presence of the ion, so the site variance involves three-body correlations and is not determined by $S(q)$ alone. It can nevertheless be proved finite when $\sigma^2$ is finite and the ions have hard cores. Write $1/r=\mathrm{erfc}(\alpha r)/r+\mathrm{erf}(\alpha r)/r$, with any fixed $\alpha>0$. The first part decays rapidly, and hard cores limit both the closest distance and the number of ions in each shell, so its sum at a site is bounded. The second part gives a smooth potential $\phi_{\rm L}$ with components $4\pi K\rho_{\mathbf q}e^{-q^2/4\alpha^2}/q^2$. It includes the ion's own smeared charge, which adds the finite constant $2\alpha Kz_i/\sqrt\pi$ to be subtracted.

Divide the Gaussian factor into two equal factors $e^{-q^2/8\alpha^2}$. One defines a field $\psi$ with components $4\pi K\rho_{\mathbf q}e^{-q^2/8\alpha^2}/q^2$; the other is the transform of a normalized Gaussian $G$. Then $\phi_{\rm L}(\mathbf r_i)=\int G(\mathbf r_i-\mathbf r)\psi(\mathbf r)\,d^3r$ is a weighted mean of $\psi$. The square of a weighted mean does not exceed the mean of the square, hence

$$
\frac1N\sum_i\phi_{\rm L}(\mathbf r_i)^2
\le\frac1N\int\psi(\mathbf r)^2\sum_iG(\mathbf r_i-\mathbf r)\,d^3r
\le\frac Cn\,\overline{\psi^2},
\tag{12}
$$

where the bar is a volume average and $C$ is the largest value of the smoothed ion density $\sum_iG(\mathbf r_i-\mathbf r)$. Hard cores keep $C$ finite. The extra Gaussian factor makes the ensemble average of $\overline{\psi^2}$ no larger than $\sigma^2$. The site potential is therefore a sum of parts with finite mean squares, and its variance is finite.

For a numerical case take the round values $n=50\ \mathrm{nm^{-3}}$, $d=0.20$ nm, $\varepsilon=4$ and a smallest allowed ion distance of 0.15 nm. These define a model, not a particular oxide. Here $K=0.360$ V nm, and equation (9) gives

$$
\sigma^2=2\pi(50)(0.360)^2(0.20)\ \mathrm{V^2}\approx8.14\ \mathrm{V^2},
\qquad \sigma\approx2.85\ \mathrm V.
$$

Disordered periodic cells were built by random sequential placement of pairs, and the site potentials were obtained by Ewald summation. On the same positions, charges were assigned in two ways: opposite within each pair, or shuffled over all ions at zero total charge. The variance is taken about the mean for each ionic species, which removes the constant contribution of an ion's own partner in the paired case.

| $L$ (nm) | paired ($\mathrm{V^2}$) | shuffled ($\mathrm{V^2}$) |
|---:|---:|---:|
| 2 | 1.75 | 12.8 |
| 3 | 1.97 | 22.5 |
| 4 | 2.14 | 34.0 |

Since the positions are identical, the contrast comes from the charge correlation. At $q=1.571\ \mathrm{nm^{-1}}$ the paired assignment has $S=0.0170$, against 0.0164 from equation (7), while the shuffled one has $S=1.05$. Between $L=2$ and 4 nm the shuffled variance rises by $21.1\ \mathrm{V^2}$; equation (5) predicts $21.7\ \mathrm{V^2}$. That equation was derived for test points. It gives the leading growth at ion sites too, because the ions near a site, which are arranged differently from those near a test point, contribute an amount that tends to a constant as $L$ grows. The approach is slow. Nearby, the periodic potential of one charge is $K(1/r-2.837/L)$, and the cross term missing from a core of radius 0.15 nm adds about $5\ \mathrm{V^2\,nm}/L$ to the site variance, which lowers the expected rise by roughly $1\ \mathrm{V^2}$. The 4 nm entries come from two structures only, and the shuffled one is uncertain by several tenths of a $\mathrm{V^2}$, so the comparison confirms the linear growth but not its last digit.

The smaller rise in the paired column is a finite-cell effect. Near $q=0$ the summand in equation (1) contains $d^2/(6q^2)$, and replacing the integral by a lattice sum changes this singular term most. Its correction is governed by

$$
X=\lim_{\eta\to0^+}\left[\sum_{\mathbf m\ne0}
\frac{e^{-\eta|\mathbf m|^2}}{|\mathbf m|^2}
-\frac{2\pi^{3/2}}{\sqrt\eta}\right]=-8.914,
$$

where the subtracted term is the corresponding integral over $\mathbf m$. With $1/q^2=L^2/(4\pi^2|\mathbf m|^2)$ and $V=L^3$,

$$
\sigma_L^2-\sigma_\infty^2\simeq
\frac{16\pi^2nK^2}{L^3}\,\frac{d^2}{6}\,\frac{L^2}{4\pi^2}X
=\frac{2X}{3}\,\frac{nK^2d^2}{L}.
\tag{13}
$$

The remaining terms are regular at $q=0$; omitting that one point from their sum costs order $L^{-3}$. The same leading law is expected at ion sites. The periodic potential of one charge differs nearby from $K/r$ by a constant of order $1/L$, which cancels within a neutral pair, so excluding nearby pairs does not alter the $1/L$ term. Equation (13) predicts a rise of $0.385\ \mathrm{V^2}$ from $L=2$ to 4 nm, and the cells give 0.389. The test allowed a difference of $0.15\ \mathrm{V^2}$, so the closer agreement should not be read as a measure of precision. Extrapolation from the largest cell gives a site variance of about $2.5\ \mathrm{V^2}$, or a standard deviation of 1.6 V about the species mean.

This is well below the test-point value of $8.14\ \mathrm{V^2}$. A test point may lie arbitrarily close to an ion, whereas an ion site may not. The size of this effect can be seen by excluding pairs with an ion within $b=0.05$ nm of a test point. The two excluded regions, one around each ion of a pair, do not overlap because $b<d/2$. The first antiderivative below equation (10), evaluated at $b/d=0.25$, gives 0.193 for each, so a fraction 0.386 of the variance is lost. Restricting pair centres to a sphere of radius 1 nm removes a further fraction $d/(3R)=0.067$. The prediction is $8.14(1-0.386-0.067)\approx4.5\ \mathrm{V^2}$, and direct sampling of independent pairs also gives $4.5\ \mathrm{V^2}$. For $b\ge d/2$ the two regions overlap. Let $r_1$ and $r_2$ be the distances to the two ions, with volume element $2\pi r_1r_2\,dr_1dr_2/d$, and integrate over $r_1+r_2\ge2b+|r_1-r_2|$. The fraction kept is $\int_0^1x\ln(1+xd/b)\,dx$, which is 0.310 for $b=0.15$ nm, or $2.5\ \mathrm{V^2}$. This estimate treats the pairs as uniformly spread outside the core and ignores the space taken by the ion's own partner, so its closeness to the site value should not be read as exact.

The bound (12) was tested on one 4 nm structure with paired charges. The mean square smooth potential at the sites was $0.93\ \mathrm{V^2}$, below the value $2.97\ \mathrm{V^2}$ obtained with the largest sampled smoothed density. That density cannot exceed the true maximum $C$, so the test was at least as strict as the theorem. The numerical output lists the remaining values.

The volts found here belong to rigid point charges in a uniform medium. They also belong to pair signs chosen with no regard to their Coulomb energy, although that energy is far above $kT$. In classical thermal equilibrium the coefficient of $q^2$ in $S$ at small $q$ is at most the full-screening value $kT/(4\pi nKe)$, which is $0.0006\ \mathrm{nm^2}$ at $kT=0.13$ eV, about a twelfth of the model's $d^2/6=0.0067\ \mathrm{nm^2}$. Charges ordered by their own energy therefore fluctuate much less at long wavelength than the pair model assumes, and 1.6 V is not an estimate for an annealed glass. A real oxide also has electronic structure, chemical bonding and a locally varying dielectric response, all of which can change the width of its site-energy distribution. For fixed charges in a uniform medium without mobile carriers, the model gives an infrared condition: the long-wavelength part of the variance stays finite if charge is compensated within units of bounded size whose mutual correlations are short-ranged, and it grows with sample size if a random uncompensated part remains. Mobile carriers change the second case. With linear screening over a length $1/\kappa$, the factor $1/q^2$ in the potential becomes $1/(q^2+\kappa^2)$, and the long-wavelength part stays finite even if $S(0)>0$, at about $2\pi ns_0K^2/\kappa$. For nondegenerate carriers this linear form holds only while $e\sigma\ll kT$. With $10^{19}\ \mathrm{cm^{-3}}$ random charges and $10^{18}\ \mathrm{cm^{-3}}$ carriers at 300 K it gives $\sigma=0.14$ V, about $5kT/e$, so the screening is then nonlinear and this value does not apply.

## Numbers as computed

```
ion density n = 50.0 nm^-3
pair length d = 0.20 nm
hard-core distance = 0.15 nm
relative permittivity = 4.0
K = 0.35999 V nm
real-space pair integral / (4 pi d) = 1.000000
Lambda from S(q) = 0.10000 nm
test-point variance, pair glass = 8.143 V^2
test-point rms, pair glass = 2.854 V
S~q^0.0: lower/upper decade ratio = 10.0000
S~q^1.0: lower/upper decade ratio = 1.0000
S~q^1.5: lower/upper decade ratio = 0.3162
S~q^2.0: lower/upper decade ratio = 0.1000
uncorrelated, R=1 nm: sampled 76.85, formula 77.35 V^2
uncorrelated, R=2 nm: sampled 164.86, formula 158.78 V^2
pairs, R=1 nm, 0.05 nm hole: sampled 4.498, formula 4.460 V^2
uncorrelated rms, R=1000 nm = 285.4 V
rock-salt Madelung: Ewald 1.74762, series 1.74756
L=2 nm, 400 ions, 24 structures:
  paired site variance = 1.746 V^2, rms = 1.321 V
  shuffled site variance = 12.83 V^2, rms = 3.58 V
L=3 nm, 1350 ions, 4 structures:
  paired site variance = 1.972 V^2, rms = 1.404 V
  shuffled site variance = 22.45 V^2, rms = 4.74 V
L=4 nm, 3200 ions, 2 structures:
  paired site variance = 2.135 V^2, rms = 1.461 V
  shuffled site variance = 33.96 V^2, rms = 5.83 V
q=1.571 nm^-1: S paired 0.0170, formula 0.0164, shuffled 1.047
q=4.712 nm^-1: S paired 0.1464, formula 0.1416, shuffled 0.965
lattice sum of |m|^-4 = 16.532
regularized lattice sum X of |m|^-2 = -8.9136
shuffled change L=2 to 4 nm: computed 21.13, formula 21.71 V^2
paired change L=2 to 4 nm: computed 0.389, formula 0.385 V^2
paired site variance extrapolated to infinite L = 2.520 V^2
paired site rms extrapolated to infinite L = 1.587 V
largest sampled smoothed ion density = 103.7 nm^-3
smooth site mean square = 0.926 V^2, bound with sampled maximum = 2.966 V^2
```
